# How a 0.1 eV Adsorption Error Moves a Hydrogen-Termination Boundary: a numerical check

```python
"""
Result under test: a hydrogen-termination boundary obeys mu(T,p) = e, so an
error de in the binding energy moves it by dT = -de/s (about 120 K for 0.1 eV
near 800 K and 1 bar), if thermal surface vibrations are neglected.
  mu : half the chemical potential of H2, zero at its lowest level
  e  : 0 K binding energy per adsorbed H, relative to half H2 (negative = bound)
  s, h, c : gas entropy, enthalpy and heat capacity per H atom
  B, w : rotational constant and harmonic quantum of H2; M : mass of H2
Internal units are atomic units, with temperature in kelvin.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.interpolate import make_interp_spline
from scipy.optimize import brentq
from pyscf import gto, scf, fci

HA = const.physical_constants["Hartree energy in eV"][0]
A0 = const.physical_constants["Bohr radius"][0]
EH_J = const.physical_constants["Hartree energy"][0]
K = const.k / EH_J
BAR = const.bar * A0**3 / EH_J
TORR = const.torr * A0**3 / EH_J
ANG = const.angstrom / A0
MP = const.m_p / const.m_e
M = 2 * (MP + 1)
RED = MP / 2
T0 = 800.0
ERR = 0.1 / HA

# H2 potential curve by full configuration interaction
r_points = np.linspace(0.40, 2.30, 24)
curve = []
for r in r_points:
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {r}", basis="cc-pvtz", verbose=0)
    mf = scf.RHF(mol).run()
    curve.append(fci.FCI(mf).kernel()[0])
V = make_interp_spline(r_points * ANG, np.array(curve), k=5)
r_eq = brentq(V.derivative(1), 1.2, 1.7)
B = 1 / (2 * RED * r_eq**2)
w = np.sqrt(float(V.derivative(2)(r_eq)) / RED)

# Rotation-vibration levels on that curve, by a sinc grid representation
grid = np.linspace(r_points[0] * ANG, r_points[-1] * ANG, 120)
step = grid[1] - grid[0]
diff = np.subtract.outer(np.arange(120), np.arange(120))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
kinetic = kinetic / (2 * RED * step**2)
levels, weights = [], []
for J in range(21):
    pot = V(grid) + J * (J + 1) / (2 * RED * grid**2)
    ev = np.linalg.eigvalsh(kinetic + np.diag(pot))
    levels.extend(ev)
    weights.extend([(2 * J + 1) * (0.25 if J % 2 == 0 else 0.75)] * len(ev))
levels, weights = np.array(levels), np.array(weights)
ground = levels.min()
zpe_h2 = ground - float(V(r_eq))
levels = levels - ground


def log_q(T, p):
    kT = K * T
    return (1.5 * np.log(M * kT / (2 * np.pi)) + np.log(kT / p)
            + np.log(kT / (2 * B)) - np.log(1 - np.exp(-w / kT)))


def mu(T, p=BAR):
    return -0.5 * K * T * log_q(T, p)


def entropy(T, p=BAR):
    x = w / (K * T)
    return 0.5 * K * (log_q(T, p) + 3.5 + x / np.expm1(x))


def enthalpy(T):
    return 0.5 * (3.5 * K * T + w / np.expm1(w / (K * T)))


def heat_capacity(T):
    x = w / (K * T)
    return 0.5 * K * (3.5 + x**2 * np.exp(x) / np.expm1(x)**2)


def mu_levels(T, p=BAR):
    kT = K * T
    q_int = np.sum(weights * np.exp(-levels / kT))
    return -0.5 * kT * np.log((M * kT / (2 * np.pi))**1.5 * kT / p * q_int)


def boundary(energy, p=BAR, surface=lambda T: 0.0, gas=mu):
    return brentq(lambda T: gas(T, p) - energy - surface(T), 250, 2200)


# Translational factor against an explicit particle-in-a-box sum
L = 2000.0
n = np.arange(1, 20001)
box = np.sum(np.exp(-(n * np.pi / L)**2 / (2 * M * K * T0)))
assert abs(box / (L * np.sqrt(M * K * T0 / (2 * np.pi)) - 0.5) - 1) < 1e-6

# Gas entropy and enthalpy against the level sum
s0, h0, c0, e0 = entropy(T0), enthalpy(T0), heat_capacity(T0), mu(T0)
s_num = -(mu_levels(T0 + 1) - mu_levels(T0 - 1)) / 2
e_lev = mu_levels(T0)
boltz = weights * np.exp(-levels / (K * T0))
h_lev = 0.5 * (2.5 * K * T0 + np.sum(boltz * levels) / np.sum(boltz))
assert abs(s0 / s_num - 1) < 0.006  # rigid rotor and harmonic oscillator
assert abs((h_lev - e_lev) / (T0 * s_num) - 1) < 1e-4
assert abs(e0 - e_lev) * HA < 0.005

# Finite boundary shifts against first- and second-order formulas
linear = ERR / s0
up = boundary(e0 - ERR) - T0
down = boundary(e0 + ERR) - T0
curv = c0 * linear**2 / (2 * T0 * s0)
assert abs(up - (linear - curv)) < 0.3  # third-order remainder
assert abs(down - (-linear - curv)) < 0.3
up_lev = boundary(e_lev - ERR, gas=mu_levels) - T0
down_lev = boundary(e_lev + ERR, gas=mu_levels) - T0
assert abs(up_lev - up) < 1 and abs(down_lev - down) < 1
assert 110 < up_lev < 130 and -130 < down_lev < -110
half_error = boundary(e0 - ERR / 2) - T0

# Same binding error seen as an error in boundary pressure at fixed temperature
logp = brentq(lambda y: mu_levels(T0, BAR * np.exp(y)) - e_lev + ERR, -20, 5)
p_factor = np.exp(2 * ERR / (K * T0))
assert abs(np.exp(-logp) / p_factor - 1) < 1e-6

# Low-pressure reactor with the same binding energy
T_low = boundary(e0, 10 * TORR)
up_low = boundary(e0 - ERR, 10 * TORR) - T_low
assert abs(up_low / (T_low * ERR / (enthalpy(T_low) - e0)) - 1) < 0.03

# Three phases with 0, 1, 2 H per cell; only the densest has the energy error
temps = np.arange(500, 1300, 0.1)


def top_of_dense_phase(e1, e2):
    G = np.array([0 * temps, e1 - mu(temps), 2 * (e2 - mu(temps))])
    best = np.argmin(G, axis=0)
    last = np.where(best == 2)[0][-1]
    assert best[last + 1] == 1
    return temps[last]


e1, e2 = e0 - 0.3 / HA, e0 - 0.15 / HA
dense_before = top_of_dense_phase(e1, e2)
dense_after = top_of_dense_phase(e1, e2 - ERR)
assert abs(dense_before - boundary(2 * e2 - e1)) < 0.2
assert abs(dense_after - boundary(2 * (e2 - ERR) - e1)) < 0.2

# Thermal vibrations of adsorbed H: one stretch and two bends
modes = np.array([0.25, 0.07, 0.07]) / HA


def f_ads(T):
    return K * T * np.sum(np.log(1 - np.exp(-modes / (K * T))))


x = modes / (K * T0)
s_ads = K * np.sum(x / np.expm1(x) - np.log(1 - np.exp(-x)))
s_ladder = 0.0
for quantum in modes:
    prob = np.exp(-np.arange(600) * quantum / (K * T0))
    prob = prob / prob.sum()
    prob = prob[prob > 0]
    s_ladder -= K * np.sum(prob * np.log(prob))
assert abs(s_ads / s_ladder - 1) < 1e-8
vib_linear = ERR / (s0 - s_ads)
e_vib = e0 - f_ads(T0)
small = 0.001 / HA
vib_slope = (boundary(e_vib - small, surface=f_ads)
             - boundary(e_vib + small, surface=f_ads)) / (2 * small)
assert abs(vib_slope * ERR / vib_linear - 1) < 1e-3
T_vib = boundary(e0, surface=f_ads)
up_vib = boundary(e0 - ERR, surface=f_ads) - T_vib
down_vib = boundary(e0 + ERR, surface=f_ads) - T_vib
assert vib_linear > linear and T_vib > T0

# Other neglected effects
zpe_ads = 0.5 * modes.sum()
zpe_change = zpe_ads - 0.5 * zpe_h2
T_no_zpe = boundary(e0 - zpe_change)


def stiffening(T):
    return 3 * K * T * np.log(1.1)


T_stiff = boundary(e0, surface=stiffening)
up_stiff = boundary(e0 - ERR, surface=stiffening) - T_stiff
virial = 2 * np.pi / 3 * (3 * ANG)**3
nonideal = 0.5 * virial * BAR

# Coverage formulas against enumeration of six sites forming three pairs
T_test = 900.0
gap = (e0 - mu(T_test)) / (K * T_test)
for m, penalty in ((1, 0.0), (2, 2.0 / HA)):
    total = covered = 0.0
    for occ in itertools.product((0, 1), repeat=6):
        singles = sum(occ[i] != occ[i + 1] for i in (0, 2, 4))
        weight = np.exp(-sum(occ) * gap - singles * penalty / (K * T_test))
        total += weight
        covered += weight * sum(occ) / 6
    assert abs(covered / total - 1 / (1 + np.exp(m * gap))) < 1e-8
width = {}
for m in (1, 2):
    T90 = boundary(e0, surface=lambda T: K * T * np.log(9) / m)
    T10 = boundary(e0, surface=lambda T: -K * T * np.log(9) / m)
    width[m] = (T90, T10)


def show(label, value, unit, digits=1):
    print(f"{label}: {value:.{digits}f} {unit}")


meV = 1000 * HA
show("Reference temperature", T0, "K", 0)
show("Reference pressure", BAR / BAR, "bar", 0)
show("Binding error per H atom", ERR * HA, "eV", 2)
show("H2 bond length, FCI/cc-pVTZ", r_eq / ANG, "angstrom", 4)
show("H2 rotational constant B", B * HA, "eV", 6)
show("H2 harmonic quantum w", w * HA, "eV", 4)
show("Thermal energy kT at 800 K", K * T0 * HA, "eV", 5)
show("Logarithm in gas formula", log_q(T0, BAR), "(no unit)", 3)
show("mu = e at boundary, closed formula", e0 * HA, "eV", 4)
show("mu at 800 K, level sum", e_lev * HA, "eV", 4)
show("Gas entropy s per H, closed formula", s0 * meV, "meV/K", 4)
show("Gas entropy s per H, level sum", s_num * meV, "meV/K", 4)
show("Gas enthalpy h per H", h0 * HA, "eV", 4)
show("h - e at boundary", (h0 - e0) * HA, "eV", 4)
show("Gas heat capacity c per H", c0 * meV, "meV/K", 4)
show("Linear boundary shift", linear, "K")
show("Second-order correction", -curv, "K", 2)
show("Shift for 0.1 eV stronger binding", up, "K")
show("Shift for 0.1 eV weaker binding", down, "K")
show("Level-sum shift, stronger binding", up_lev, "K")
show("Level-sum shift, weaker binding", down_lev, "K")
show("Shift for 0.1 eV per H2 molecule", half_error, "K")
show("Boundary pressure factor at 800 K", p_factor, "(no unit)")
show("Boundary at 10 Torr, same e", T_low, "K")
show("Shift at 10 Torr, stronger binding", up_low, "K")
show("Dense phase upper limit before error", dense_before, "K")
show("Dense phase upper limit after error", dense_after, "K")
show("Rough adsorbate stretch quantum", modes[0] * HA, "eV", 2)
show("Rough adsorbate bend quantum (two)", modes[1] * HA, "eV", 2)
show("Adsorbate vibrational entropy", s_ads * meV, "meV/K", 4)
show("Adsorbate thermal free energy at 800 K", f_ads(T0) * HA, "eV", 4)
show("Linear shift with vibrations at 800 K", vib_linear, "K")
show("Boundary with vibrations, same e", T_vib, "K")
show("Its shift for stronger binding", up_vib, "K")
show("Its shift for weaker binding", down_vib, "K")
show("H2 zero-point energy per molecule", zpe_h2 * HA, "eV", 4)
show("Adsorbed H zero-point energy", zpe_ads * HA, "eV", 4)
show("Zero-point change per H", zpe_change * HA, "eV", 4)
show("Boundary if zero-point change omitted", T_no_zpe, "K")
show("Boundary with 10% stiffer substrate modes", T_stiff, "K")
show("Its shift for stronger binding", up_stiff, "K")
show("Independent H: 90% coverage at", width[1][0], "K")
show("Independent H: 10% coverage at", width[1][1], "K")
show("Paired H: 90% coverage at", width[2][0], "K")
show("Paired H: 10% coverage at", width[2][1], "K")
show("Gas non-ideality per H, 3 angstrom spheres", nonideal * meV, "meV", 4)
show("Boundary shift from non-ideality", nonideal / s0, "K", 3)
print("checks complete")
```

It prints:

```
Reference temperature: 800 K
Reference pressure: 1 bar
Binding error per H atom: 0.10 eV
H2 bond length, FCI/cc-pVTZ: 0.7426 angstrom
H2 rotational constant B: 0.007526 eV
H2 harmonic quantum w: 0.5463 eV
Thermal energy kT at 800 K: 0.06894 eV
Logarithm in gas formula: 15.633 (no unit)
mu = e at boundary, closed formula: -0.5389 eV
mu at 800 K, level sum: -0.5415 eV
Gas entropy s per H, closed formula: 0.8245 meV/K
Gas entropy s per H, level sum: 0.8269 meV/K
Gas enthalpy h per H: 0.1207 eV
h - e at boundary: 0.6596 eV
Gas heat capacity c per H: 0.1518 meV/K
Linear boundary shift: 121.3 K
Second-order correction: -1.69 K
Shift for 0.1 eV stronger binding: 119.7 K
Shift for 0.1 eV weaker binding: -123.1 K
Level-sum shift, stronger binding: 119.4 K
Level-sum shift, weaker binding: -122.8 K
Shift for 0.1 eV per H2 molecule: 60.2 K
Boundary pressure factor at 800 K: 18.2 (no unit)
Boundary at 10 Torr, same e: 650.5 K
Shift at 10 Torr, stronger binding: 101.0 K
Dense phase upper limit before error: 799.9 K
Dense phase upper limit after error: 1036.6 K
Rough adsorbate stretch quantum: 0.25 eV
Rough adsorbate bend quantum (two): 0.07 eV
Adsorbate vibrational entropy: 0.1878 meV/K
Adsorbate thermal free energy at 800 K: -0.0639 eV
Linear shift with vibrations at 800 K: 157.1 K
Boundary with vibrations, same e: 900.7 K
Its shift for stronger binding: 159.4 K
Its shift for weaker binding: -157.3 K
H2 zero-point energy per molecule: 0.2706 eV
Adsorbed H zero-point energy: 0.1950 eV
Zero-point change per H: 0.0597 eV
Boundary if zero-point change omitted: 871.8 K
Boundary with 10% stiffer substrate modes: 776.7 K
Its shift for stronger binding: 116.9 K
Independent H: 90% coverage at: 648.3 K
Independent H: 10% coverage at: 1031.1 K
Paired H: 90% coverage at: 716.9 K
Paired H: 10% coverage at: 902.5 K
Gas non-ideality per H, 3 angstrom spheres: 0.0176 meV
Boundary shift from non-ideality: 0.021 K
checks complete
```
